# Colpa's Cholesky method for quadratic boson Hamiltonians: verification in Python

```python
"""Colpa's Cholesky diagonalization of a quadratic boson Hamiltonian.

H = sum A_ij a_i^+ a_j + (1/2) sum (B_ij a_i^+ a_j^+ + h.c.)
M = [[A, B], [B*, A*]], eta = diag(1, -1), Psi = (a, a^+).
Result under test: if M is positive definite, Psi = T Phi with
T^+ eta T = eta and T^+ M T = diag(omega, omega), omega real and positive.
The two-mode pairing model has energies eps_a, eps_b and coupling g:
H = eps_a a^+a + eps_b b^+b + g (a b + a^+ b^+).
Independent checks use matrices in a truncated Fock space.
All model energies are in meV; omega denotes an energy (hbar included).
"""
import numpy as np
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.constants import h, e


def metric(n):
    return np.diag(np.r_[np.ones(n), -np.ones(n)])


def build_m(A, B):
    return np.block([[A, B], [B.conj(), A.conj()]])


def pair_blocks(eps_a, eps_b, g):
    A = np.diag([eps_a, eps_b]).astype(complex)
    B = np.array([[0, g], [g, 0]], dtype=complex)
    return A, B


def colpa(M):
    """Return omega, paired T, unpaired T, K and W."""
    n = len(M) // 2
    K = np.linalg.cholesky(M).conj().T
    W = K @ metric(n) @ K.conj().T
    values, vectors = np.linalg.eigh(W)
    order = np.r_[np.arange(2*n - 1, n - 1, -1), np.arange(n)]
    L, X = values[order], vectors[:, order]
    E = metric(n).diagonal() * L
    raw = np.linalg.solve(K, X * np.sqrt(E))
    positive = raw[:, :n].copy()
    for k in range(n):
        pivot = positive[np.argmax(abs(positive[:n, k])), k]
        positive[:, k] *= pivot.conj() / abs(pivot)
    partner = np.vstack([positive[n:], positive[:n]]).conj()
    return E[:n], np.hstack([positive, partner]), raw, K, W


def check_transform(M, omega, T, tol=1e-8):
    eta = metric(len(omega))
    assert np.allclose(T.conj().T @ eta @ T, eta, atol=tol)
    assert np.allclose(T @ eta @ T.conj().T, eta, atol=tol)
    target = np.diag(np.r_[omega, omega])
    assert np.allclose(T.conj().T @ M @ T, target, atol=tol)


def fock_hamiltonian(A, B, cutoff):
    lower = np.diag(np.sqrt(np.arange(1, cutoff)), 1)
    one = np.eye(cutoff)
    a = [np.kron(lower, one), np.kron(one, lower)]
    H = np.zeros((cutoff**2, cutoff**2), dtype=complex)
    for i in range(2):
        for j in range(2):
            H += A[i, j] * (a[i].T @ a[j])
            pair = 0.5 * B[i, j] * (a[i].T @ a[j].T)
            H += pair + pair.conj().T
    return H, a


def check_fock(A, B, omega, T, cutoff):
    """Compare spectrum and vacuum averages with explicit Fock matrices."""
    H, a = fock_hamiltonian(A, B, cutoff)
    levels, states = eigh(H, subset_by_index=[0, 5])
    E0 = 0.5 * (omega.sum() - np.trace(A).real)
    predicted = sorted(E0 + i*omega[0] + j*omega[1]
                       for i in range(9) for j in range(9))[:6]
    assert np.allclose(levels, predicted, atol=1e-6)
    vacuum = states[:, 0]
    U, V = T[:2, :2], T[2:, :2]
    number = np.array([np.linalg.norm(op @ vacuum)**2 for op in a])
    pairing = np.array([[np.vdot(vacuum, x @ (y @ vacuum))
                         for y in a] for x in a])
    assert np.allclose(number, (abs(V)**2).sum(axis=1), atol=1e-6)
    assert np.allclose(pairing, U @ V.conj().T, atol=1e-6)
    return H, a, levels, number, pairing


def sector_minimum(eps_a, eps_b, g, difference, cutoff=400):
    """Lowest energy at fixed N_b - N_a = difference >= 0."""
    n = np.arange(cutoff)
    diagonal = eps_a*n + eps_b*(n + difference)
    offdiag = g*np.sqrt((n[:-1] + 1)*(n[:-1] + 1 + difference))
    return eigh_tridiagonal(diagonal, offdiag, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def is_positive(M):
    try:
        np.linalg.cholesky(M)
        return True
    except np.linalg.LinAlgError:
        return False


# Random three-mode matrices: positivity, reality and the lower bound.
rng = np.random.default_rng(17)
complex_without_positivity = 0
samples = 200
for _ in range(samples):
    Z = rng.normal(size=(3, 3)) + 1j*rng.normal(size=(3, 3))
    Y = rng.normal(size=(3, 3)) + 1j*rng.normal(size=(3, 3))
    A_r, B_r = (Z + Z.conj().T)/2, (Y + Y.T)/2
    M_r = build_m(A_r, B_r)
    spectrum = np.linalg.eigvals(metric(3) @ M_r)
    complex_without_positivity += np.max(abs(spectrum.imag)) > 1e-5
    M_r += (0.05 - np.linalg.eigvalsh(M_r)[0])*np.eye(6)
    spectrum = np.linalg.eigvals(metric(3) @ M_r)
    assert np.max(abs(spectrum.imag)) < 1e-8
    w_r, T_r, _, _, _ = colpa(M_r)
    check_transform(M_r, w_r, T_r)
    assert np.allclose(np.sort(spectrum.real),
                       np.sort(np.r_[w_r, -w_r]), atol=1e-8)
    assert w_r.min() >= np.linalg.eigvalsh(M_r)[0] - 1e-9
assert complex_without_positivity > 0

# A complex Hamiltonian tests conjugations, dynamics and column pairing.
A_c = np.array([[2.0, 0.4 + 0.3j], [0.4 - 0.3j, 1.5]])
B_c = np.array([[0.3 + 0.2j, 0.4 - 0.1j], [0.4 - 0.1j, -0.2j]])
M_c = build_m(A_c, B_c)
w_c, T_c, raw_c, _, _ = colpa(M_c)
check_transform(M_c, w_c, T_c)
check_transform(M_c, w_c, raw_c)
raw_partner = np.vstack([raw_c[2:, :2], raw_c[:2, :2]]).conj()
assert np.max(abs(raw_c[:, 2:] - raw_partner)) > 1e-3
cut_c = 26
H_c, a_c, _, _, _ = check_fock(A_c, B_c, w_c, T_c, cut_c)
psi = a_c + [op.T for op in a_c]
n1, n2 = np.divmod(np.arange(cut_c**2), cut_c)
inside = (n1 <= cut_c - 4) & (n2 <= cut_c - 4)
dynamics = metric(2) @ M_c
for i in range(4):
    commutator = psi[i] @ H_c - H_c @ psi[i]
    linear = sum(dynamics[i, j]*psi[j] for j in range(4))
    assert np.allclose(commutator[:, inside], linear[:, inside], atol=1e-9)

# Closed pairing-model frequencies over a range, including degeneracy.
for ea, eb, coupling in [(4, 4, 3.2), (2, 7, -3), (6, 1, 2.2), (3, 5, 0.4)]:
    M_p = build_m(*pair_blocks(ea, eb, coupling))
    w_p, T_p, _, _, _ = colpa(M_p)
    check_transform(M_p, w_p, T_p)
    root = np.sqrt(((ea + eb)/2)**2 - coupling**2)
    expected = [root + (ea - eb)/2, root - (ea - eb)/2]
    assert np.allclose(np.sort(w_p), np.sort(expected), atol=1e-9)

# Worked example.
eps_a, eps_b, g = 5.0, 3.0, 3.2
A, B = pair_blocks(eps_a, eps_b, g)
M = build_m(A, B)
omega, T, _, K, W = colpa(M)
check_transform(M, omega, T)
_, _, levels, number, pairing = check_fock(A, B, omega, T, 30)
mean = (eps_a + eps_b)/2
S = np.sqrt(mean**2 - g**2)
r = 0.5*np.arctanh(g/mean)
c, s = np.cosh(r), np.sinh(r)
T_closed = np.array([[c, 0, 0, -s], [0, c, -s, 0],
                     [0, -s, c, 0], [-s, 0, 0, c]])
assert np.allclose(T, T_closed, atol=1e-9)
assert np.isclose(levels[0], S - mean, atol=1e-6)
lambda_min = np.linalg.eigvalsh(M)[0]

# Loss of positivity: first a negative mode energy, then complex values.
g_positive = np.sqrt(eps_a*eps_b)
assert is_positive(build_m(*pair_blocks(eps_a, eps_b, 0.999*g_positive)))
assert not is_positive(build_m(*pair_blocks(eps_a, eps_b, 1.001*g_positive)))
g_window, g_complex = 3.95, 4.1
M_window = build_m(*pair_blocks(eps_a, eps_b, g_window))
assert not is_positive(M_window)
values_w, vectors_w = np.linalg.eig(metric(2) @ M_window)
assert np.max(abs(values_w.imag)) < 1e-9
norms_w = np.einsum('ik,ij,jk->k', vectors_w.conj(), metric(2), vectors_w).real
mode_w = np.sort(values_w.real[norms_w > 0])
S_w = np.sqrt(mean**2 - g_window**2)
assert np.allclose(mode_w, [S_w - 1, S_w + 1], atol=1e-9)
sector = np.array([sector_minimum(eps_a, eps_b, g_window, d)
                   for d in range(5)])
assert np.allclose(sector, S_w - mean + np.arange(5)*mode_w[0], atol=1e-6)
M_complex = build_m(*pair_blocks(eps_a, eps_b, g_complex))
values_x = np.linalg.eigvals(metric(2) @ M_complex)
imaginary = np.max(values_x.imag)
assert np.isclose(imaginary, np.sqrt(g_complex**2 - mean**2), atol=1e-9)

print(f"eps_a = {eps_a:.3f} meV; eps_b = {eps_b:.3f} meV")
print(f"g = {g:.3f} meV")
print(f"smallest eigenvalue of M = {lambda_min:.4f} meV")
print("Order of rows and columns: a, b, a^+, b^+")
for i, j in [(0, 0), (0, 3), (1, 1), (1, 2), (2, 2), (3, 3)]:
    print(f"K[{i+1},{j+1}] = {K[i, j].real:.4f} sqrt(meV)")
for i, j in [(0, 0), (0, 3), (3, 3), (1, 1), (1, 2), (2, 2)]:
    print(f"W[{i+1},{j+1}] = {W[i, j].real:.4f} meV")
print(f"S = {S:.4f} meV")
for name, value in zip(["alpha", "beta"], omega):
    print(f"omega_{name} = {value:.4f} meV")
    print(f"frequency_{name} = {value*1e-3*e/h/1e12:.4f} THz")
print(f"r = {r:.4f} (dimensionless)")
print(f"T[1,1] = cosh r = {T[0, 0].real:.4f} (dimensionless)")
print(f"T[4,1] = -sinh r = {T[3, 0].real:.4f} (dimensionless)")
print(f"vacuum energy from Colpa = {(omega.sum()-2*mean)/2:.6f} meV")
print(f"vacuum energy from Fock matrix = {levels[0]:.6f} meV")
print("Fock excitation energies =",
      ", ".join(f"{x:.4f}" for x in levels[1:]-levels[0]), "meV")
print(f"Fock occupation of a = {number[0]:.6f} quanta")
print(f"Fock occupation of b = {number[1]:.6f} quanta")
print(f"Fock pair amplitude <ab> = {pairing[0, 1].real:.6f} (dimensionless)")
print(f"positivity limit of g = {g_positive:.4f} meV")
print(f"reality limit of g = {mean:.4f} meV")
print(f"window coupling = {g_window:.3f} meV")
print(f"window mode energies = {mode_w[0]:.4f}, {mode_w[1]:.4f} meV")
print("window sector minima, N_b-N_a = 0 to 4:")
print(", ".join(f"{x:.4f}" for x in sector), "meV")
print(f"complex-case coupling = {g_complex:.3f} meV")
print(f"largest imaginary part = {imaginary:.4f} meV")
print(f"random positive matrices tested = {samples} matrices")
print(f"complex spectra before shift = {complex_without_positivity} matrices")
print("success")
```

Running it gives:

```
eps_a = 5.000 meV; eps_b = 3.000 meV
g = 3.200 meV
smallest eigenvalue of M = 0.6474 meV
Order of rows and columns: a, b, a^+, b^+
K[1,1] = 2.2361 sqrt(meV)
K[1,4] = 1.4311 sqrt(meV)
K[2,2] = 1.7321 sqrt(meV)
K[2,3] = 1.8475 sqrt(meV)
K[3,3] = 1.2596 sqrt(meV)
K[4,4] = 0.9757 sqrt(meV)
W[1,1] = 2.9520 meV
W[1,4] = -1.3963 meV
W[4,4] = -0.9520 meV
W[2,2] = -0.4133 meV
W[2,3] = -2.3272 meV
W[3,3] = -1.5867 meV
S = 2.4000 meV
omega_alpha = 3.4000 meV
frequency_alpha = 0.8221 THz
omega_beta = 1.4000 meV
frequency_beta = 0.3385 THz
r = 0.5493 (dimensionless)
T[1,1] = cosh r = 1.1547 (dimensionless)
T[4,1] = -sinh r = -0.5774 (dimensionless)
vacuum energy from Colpa = -1.600000 meV
vacuum energy from Fock matrix = -1.600000 meV
Fock excitation energies = 1.4000, 2.8000, 3.4000, 4.2000, 4.8000 meV
Fock occupation of a = 0.333333 quanta
Fock occupation of b = 0.333333 quanta
Fock pair amplitude <ab> = -0.666667 (dimensionless)
positivity limit of g = 3.8730 meV
reality limit of g = 4.0000 meV
window coupling = 3.950 meV
window mode energies = -0.3695, 1.6305 meV
window sector minima, N_b-N_a = 0 to 4:
-3.3695, -3.7390, -4.1086, -4.4781, -4.8476 meV
complex-case coupling = 4.100 meV
largest imaginary part = 0.9000 meV
random positive matrices tested = 200 matrices
complex spectra before shift = 199 matrices
success
```
